# Constrained oscillator fits of optical loss and their degeneracies: a numerical check

```python
"""
Result under test: an optical loss L(w) = -Im[1/eps(w)] is fitted by
  1/eps = 1 - sum_j A_j/(w_j^2 - w^2 - i g_j w),  A_j, w_j, g_j > 0,
subject to sum A_j = P and sum A_j/w_j^2 = S.  The Hessian of the Lagrangian
on the tangent space of the sum rules gives the response and degeneracies.
Symbols: P squared valence plasma energy (eV^2), S = 1 - 1/eps(0),
theta = logarithms of (all A, all w_j, all g_j), sigma = noise of L.
Energies are in eV, lengths in angstrom.  The spectrum is synthetic.
"""
from functools import lru_cache
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, linprog

np.seterr(all="ignore")   # rejected trial steps may overflow
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10

# Rough PMMA-like inputs (repeat unit C5H8O2)
density, molar_mass, refractive_index, gap = 1.19, 100.12, 1.49, 5.0
valence, core, core_edge = 40, 14, 285.0
n_val = valence * density * sc.N_A / molar_mass * 1e-24
P = 4 * np.pi * n_val * BOHR**3 * HARTREE**2
S = 1 - 1 / refractive_index**2
mean_energy = np.sqrt(P / S)
sigma = 0.003
grid = np.arange(5.0, 60.01, 0.25)


def unpack(theta):
    return np.exp(theta).reshape(3, -1)


def inverse_eps(theta, w):
    A, w0, g = unpack(theta)
    w = np.asarray(w)[..., None]
    return 1 - np.sum(A / (w0**2 - w**2 - 1j * g * w), axis=-1)


def loss(theta, w):
    return -np.imag(inverse_eps(theta, w))


def sum_rules(theta):
    A, w0, g = unpack(theta)
    n = len(A)
    first, static = A / P, A / (w0**2 * S)
    C = np.zeros((2, 3 * n))
    C[0, :n] = first
    C[1, :n] = static
    C[1, n:2 * n] = -2 * static
    return np.array([first.sum(), static.sum()]), C


def restore(theta, targets):
    """Newton return to the sum-rule surface by smallest corrections."""
    theta = theta.copy()
    for _ in range(30):
        c, C = sum_rules(theta)
        error = c - targets
        if not np.all(np.isfinite(error)):
            return None
        try:
            theta -= C.T @ np.linalg.solve(C @ C.T, error)
        except np.linalg.LinAlgError:
            return None
        if np.max(np.abs(error)) < 1e-8:
            return theta
    return None


def objective(theta, data):
    return 0.5 * np.sum(((loss(theta, grid) - data) / sigma)**2)


def tangents(theta):
    A, w0, g = unpack(theta)
    w = grid[:, None]
    d = w0**2 - w**2 - 1j * g * w
    x, u, v = A / d, -2 * w0**2 / d, 1j * g * w / d
    J = np.hstack([x.imag, (x * u).imag, (x * v).imag]) / sigma
    return J, x, u, v


def tangent_basis(C):
    return np.linalg.qr(C.T, mode="complete")[0][:, C.shape[0]:]


def local_system(theta, data):
    """Gradient, Gauss-Newton matrix, Lagrangian Hessian and constraints."""
    J, x, u, v = tangents(theta)
    n = x.shape[1]
    r = (x.imag.sum(axis=1) - data) / sigma
    gradient, F = J.T @ r, J.T @ J
    _, C = sum_rules(theta)
    m = np.linalg.lstsq(C.T, -gradient, rcond=None)[0]
    H = F.copy()
    second = {(0, 0): x, (0, 1): x * u, (0, 2): x * v,
              (1, 1): x * (2 * u + 2 * u**2), (1, 2): 2 * x * u * v,
              (2, 2): x * (v + 2 * v**2)}
    idx = np.arange(n)
    first, static = C[0, :n], C[1, :n]
    extra = {(0, 0): m[0] * first + m[1] * static,
             (0, 1): -2 * m[1] * static, (1, 1): 4 * m[1] * static}
    for (p, q), value in second.items():
        term = r @ value.imag / sigma + extra.get((p, q), 0.0)
        H[p * n + idx, q * n + idx] += term
        if p != q:
            H[q * n + idx, p * n + idx] += term
    return gradient, F, H, C, tangent_basis(C), m, J


def fit(theta, data, targets=(1.0, 1.0), iterations=300):
    targets = np.array(targets)
    theta = restore(theta, targets)
    if theta is None:
        return None, np.inf, False
    value, damping = objective(theta, data), 1.0
    for _ in range(iterations):
        gradient, _, H, _, Z, _, _ = local_system(theta, data)
        reduced = Z.T @ H @ Z
        if not np.all(np.isfinite(reduced)):
            return theta, value, False
        e, V = np.linalg.eigh(reduced)
        slope = V.T @ (Z.T @ gradient)
        if np.sum(slope**2 / (np.abs(e) + 1e-12)) < 1e-16:
            return theta, value, bool(e[0] > 0)
        for _ in range(30):
            step = -Z @ (V @ (slope / (np.abs(e) + damping)))
            step *= min(1.0, 0.5 / np.linalg.norm(step))
            trial = restore(theta + step, targets)
            new = np.inf if trial is None else objective(trial, data)
            if new <= value + 1e-10:
                theta, value = trial, new
                damping *= 0.1
                break
            damping = max(5 * damping, 1e-3)
        else:
            return theta, value, False
    return theta, value, False


def positive_start(w0, g):
    """Positive amplitudes obeying both sum rules, by exponential tilting."""
    y = mean_energy**2 / w0**2

    def weights(t):
        z = np.exp(t * y - np.max(t * y))
        return z / z.sum()
    t = brentq(lambda s: weights(s) @ y - 1, -500, 500)
    return np.log(np.concatenate([P * np.maximum(weights(t), 1e-12), w0, g]))


@lru_cache(maxsize=None)
def gauss(n):
    return np.polynomial.legendre.leggauss(n)


def mean_free_path(theta, energy=80.0, cap=None, floor=gap, recoil=1.0,
                   nodes=(160, 60)):
    """First Born inelastic mean free path; energy from the band bottom."""
    cap = energy if cap is None else cap
    x, wx = gauss(nodes[0])
    y, wy = gauss(nodes[1])
    w = floor + (cap - floor) * (x + 1) / 2
    k, kp = np.sqrt(2 * energy / HARTREE), np.sqrt(2 * (energy - w) / HARTREE)
    low, high = np.log(k - kp), np.log(k + kp)
    q = np.exp(low[:, None] + (high - low)[:, None] * (y + 1) / 2)
    total = np.zeros_like(q)
    ww = w[:, None]
    for A, w0, g in unpack(theta).T:
        wq = w0 + recoil * HARTREE * q**2 / 2
        total += A * g * ww / ((wq**2 - ww**2)**2 + (g * ww)**2)
    inner = total @ wy * (high - low) / 2
    return np.pi * energy * BOHR / (inner @ wx * (cap - floor) / 2)


def path_gradient(theta):
    h, out = 1e-4, []
    for unit in np.eye(len(theta)):
        out.append(np.log(mean_free_path(theta + h * unit)
                          / mean_free_path(theta - h * unit)) / (2 * h))
    return np.array(out)


# Synthetic truth: third amplitude chosen, first two set by the sum rules
true_w, true_g = np.array([19.0, 27.0, 45.0]), np.array([7.0, 12.0, 30.0])
A3 = 0.35 * P
A12 = np.linalg.solve([[1, 1], 1 / true_w[:2]**2],
                      [P - A3, S - A3 / true_w[2]**2])
assert np.all(A12 > 0)
truth = np.log(np.concatenate([A12, [A3], true_w, true_g]))
rng = np.random.default_rng(7)
data = loss(truth, grid) + sigma * rng.standard_normal(len(grid))

# Blind starts
outcomes = []
for _ in range(12):
    w_start = np.array([rng.uniform(12, 24), rng.uniform(18, 40),
                        rng.uniform(32, 60)])
    start = positive_start(w_start, rng.uniform(0.3, 0.8, 3) * w_start)
    outcomes.append(fit(start, data))
best, best_f, converged = min(outcomes, key=lambda item: item[1])
assert converged
same = sum(ok and abs(f - best_f) < 1e-6 for _, f, ok in outcomes)
order = np.argsort(unpack(best)[1])
best = np.log(unpack(best)[:, order]).ravel()
freedom = len(grid) - 7
assert best_f < objective(truth, data)
assert abs(2 * best_f - freedom) < 5 * np.sqrt(2 * freedom)

# Sum rules and Kramers-Kronig relation by quadrature


def integral(function, a=0.0, b=np.inf):
    if b == np.inf:
        return (quad(function, a, 100, limit=400)[0]
                + quad(function, 100, np.inf, limit=400)[0])
    return quad(function, a, b, limit=400)[0]


f_density = lambda w: 2 / np.pi * w * loss(best, w)
s_density = lambda w: 2 / np.pi * loss(best, w) / w if w > 0 else 0.0
eps_density = lambda w: 2 / np.pi * w * np.imag(1 / inverse_eps(best, w))
assert abs(integral(f_density) / P - 1) < 1e-5
assert abs(integral(s_density) / S - 1) < 1e-5
assert abs(integral(eps_density) / P - 1) < 1e-5
for w in (10.0, 22.0, 40.0):
    principal = quad(lambda x: x * loss(best, x) / (x + w), 0, 200,
                     weight="cauchy", wvar=w, limit=400)[0]
    principal += quad(lambda x: x * loss(best, x) / (x**2 - w**2),
                      200, np.inf, limit=400)[0]
    assert abs(1 - 2 / np.pi * principal - inverse_eps(best, w).real) < 1e-5


def upper_poles_of_eps(theta, factor):
    A, w0, g = unpack(theta)
    factors = [np.array([-1, -1j * b, a**2]) for a, b in zip(w0, g)]
    numerator = np.array([1.0 + 0j])
    for p in factors:
        numerator = np.polymul(numerator, p)
    for j in range(len(A)):
        product = np.array([factor * A[j] + 0j])
        for k, p in enumerate(factors):
            if k != j:
                product = np.polymul(product, p)
        numerator = np.polysub(numerator, product)
    return int(np.sum(np.roots(numerator).imag > 1e-8))


poles_good, poles_bad = upper_poles_of_eps(best, 1), upper_poles_of_eps(best, 2)
assert S < 1 < 2 * S and poles_good == 0 and poles_bad == 1

# Existence of nonnegative amplitudes, decided by linear programming
verdicts = set()
for _ in range(20):
    y = mean_energy**2 / rng.uniform(15, 50, 3)**2
    answer = linprog(np.zeros(3), A_eq=[np.ones(3), y], b_eq=[1, 1],
                     bounds=(0, None), method="highs")
    expected = y.min() <= 1 <= y.max()
    assert answer.success == expected
    verdicts.add(bool(expected))
assert len(verdicts) == 2

# Curvature along curves that stay on the sum-rule surface
gradient, F, H, C, Z, multipliers, J = local_system(best, data)
e, V = np.linalg.eigh(Z.T @ H @ Z)
soft = Z @ V[:, 0]
soft *= np.sign(soft[np.argmax(np.abs(soft))])
other = Z @ rng.standard_normal(Z.shape[1])
other /= np.linalg.norm(other)
curvatures = []
for direction in (soft, other):
    h = 1e-4
    values = [objective(restore(best + k * h * direction, np.ones(2)), data)
              for k in (-2, -1, 0, 1, 2)]
    numeric = np.dot([-1, 16, -30, 16, -1], values) / (12 * h**2)
    assert abs(numeric / (direction @ H @ direction) - 1) < 1e-2
    curvatures.append(numeric)
gauss_newton_soft = soft @ F @ soft

# Response to data and to the sum-rule values, by complete refits
noise_direction = rng.standard_normal(len(grid))
h = 0.01
plus = fit(best, data + h * sigma * noise_direction)
minus = fit(best, data - h * sigma * noise_direction)
assert plus[2] and minus[2]
numeric = (plus[0] - minus[0]) / (2 * h)
linear = Z @ np.linalg.solve(Z.T @ H @ Z, Z.T @ J.T @ noise_direction)
response_error = np.linalg.norm(numeric - linear) / np.linalg.norm(linear)
assert response_error < 1e-2
for k in range(2):
    shift = 1e-4 * np.eye(2)[k]
    plus, minus = fit(best, data, 1 + shift), fit(best, data, 1 - shift)
    assert plus[2] and minus[2]
    slope = (plus[1] - minus[1]) / 2e-4
    assert abs(slope + multipliers[k]) < 1e-3 * abs(multipliers[k]) + 1e-2

# Exact coincidence: split the middle oscillator into two identical ones
A, w0, g = unpack(best)
split = np.log(np.concatenate([[A[0], 0.4 * A[1], 0.6 * A[1], A[2]],
                               w0[[0, 1, 1, 2]], g[[0, 1, 1, 2]]]))
J4, Z4 = tangents(split)[0], tangent_basis(sum_rules(split)[1])
nulls = []
for matrix in (J4, J4 @ Z4):
    s = np.linalg.svd(matrix, compute_uv=False)
    nulls.append(int(np.sum(s < 1e-10 * s[0])))
assert nulls == [3, 3]

# Approach to coincidence: smallest singular value against separation
smallest = []
for delta in (0.04, 0.02):
    pair = np.log([0.3 * P, 0.3 * P, 0.4 * P, 22 * np.exp(-delta),
                   22 * np.exp(delta), 45, 10, 10, 30])
    Jp, Zp = tangents(pair)[0], tangent_basis(sum_rules(pair)[1])
    smallest.append([np.linalg.svd(M, compute_uv=False)[-1]
                     for M in (Jp, Jp @ Zp)])
exponents = np.log2(np.array(smallest[0]) / np.array(smallest[1]))
assert np.all(np.abs(exponents - 3) < 0.15)

# Errors with and without the sum rules
cov = Z @ np.linalg.inv(Z.T @ F @ Z) @ Z.T
free_cov = np.linalg.inv(F)
error, free_error = np.sqrt(np.diag(cov)), np.sqrt(np.diag(free_cov))
assert np.all(error <= free_error * (1 + 1e-6))
window_error = np.sqrt(np.diag(C @ free_cov @ C.T))

# Narrow-line limit of the mean free path against its closed form
line = np.log([100.0, 20.0, 0.3])
E, a, w_line = 80 / HARTREE, 100 / HARTREE**2, 20 / HARTREE
k = np.sqrt(2 * E)
q_ends = (k + np.array([-1, 1]) * np.sqrt(k**2 - 4 * w_line)) / 2
logs = np.log(q_ends**2 / (w_line + q_ends**2 / 2))
closed = BOHR * 4 * E * w_line / (a * (logs[1] - logs[0]))
assert abs(mean_free_path(line, nodes=(1200, 800)) / closed - 1) < 0.05

path = mean_free_path(best)
assert abs(mean_free_path(best, nodes=(320, 120)) / path - 1) < 1e-3
path_slope = path_gradient(best)
path_error = np.sqrt(path_slope @ cov @ path_slope)
assert path_error < 0.3 * error.max()

# Repeated noisy refits against the covariance at the known truth
_, F0, _, _, Z0, _, _ = local_system(truth, loss(truth, grid))
e0, V0 = np.linalg.eigh(Z0.T @ F0 @ Z0)
soft0, cov0 = Z0 @ V0[:, 0], Z0 @ np.linalg.inv(Z0.T @ F0 @ Z0) @ Z0.T
slope0 = path_gradient(truth)
path_error0 = np.sqrt(slope0 @ cov0 @ slope0)


def refits(scale, count=150):
    shifts, paths = [], []
    for _ in range(count):
        noisy = (loss(truth, grid)
                 + scale * sigma * rng.standard_normal(len(grid)))
        theta, _, ok = fit(truth, noisy, iterations=80)
        if ok:
            shifts.append((theta - truth) @ soft0 / scale)
            paths.append(np.log(mean_free_path(theta)
                                / mean_free_path(truth)) / scale)
    return np.array(shifts), np.array(paths)


small_shift, small_path = refits(0.1)
assert len(small_shift) >= 148
soft_ratio = np.std(small_shift) * np.sqrt(e0[0])
path_ratio = np.std(small_path) / path_error0
assert abs(soft_ratio - 1) < 0.25 and abs(path_ratio - 1) < 0.25
full_shift, _ = refits(1.0)
full_ratio = (np.diff(np.percentile(full_shift, [15.87, 84.13]))[0] / 2
              * np.sqrt(e0[0]))

# Neglected effects, sized for this example
dense = fit(best, data, (1.02, 1.0))
assert dense[2]
dense_path = mean_free_path(dense[0])
exchange_path = mean_free_path(best, cap=(80 + gap) / 2)
rigid_path = mean_free_path(best, recoil=0.0)
below_path = mean_free_path(best, floor=1e-3)
fine = np.linspace(5, 60, 5501)
peak = fine[np.argmax(loss(best, fine))]

print(f"density {density} g/cm3, refractive index {refractive_index}, gap {gap} eV")
print(f"valence electrons per repeat unit {valence}, density {n_val:.4f} per A^3")
print(f"P = {P:.2f} eV^2, plasma energy {np.sqrt(P):.2f} eV")
print(f"S = {S:.4f}, sqrt(P/S) = {mean_energy:.2f} eV")
print(f"data: {len(grid)} points, {grid[0]:.0f}-{grid[-1]:.0f} eV, sigma {sigma}")
for j in range(3):
    At, wt, gt = unpack(truth)[:, j]
    Af, wf, gf = unpack(best)[:, j]
    print(f"osc {j+1} true: A {At:.2f} eV^2, w {wt:.2f} eV, g {gt:.2f} eV")
    print(f"osc {j+1} fit:  A {Af:.2f} eV^2, w {wf:.2f} eV, g {gf:.2f} eV")
    print(f"  error with rules A,w,g: {np.round(100*error[j::3], 2)} %")
    print(f"  error without rules:    {np.round(100*free_error[j::3], 2)} %")
print(f"chi-square {2*best_f:.2f}, degrees of freedom {freedom}")
print(f"chi-square at truth {2*objective(truth, data):.2f}")
print(f"blind starts reaching this minimum: {same} of {len(outcomes)}")
print(f"fitted loss peak {loss(best, peak):.4f} at {peak:.2f} eV")
print(f"share of P in window {integral(f_density, 5, 60)/P:.4f}")
print(f"share of S in window {integral(s_density, 5, 60)/S:.4f}")
print(f"window-only error of P, S: {np.round(100*window_error, 3)} %")
print(f"upper-half-plane poles of eps: {poles_good}; with A doubled: {poles_bad}")
print(f"reduced Hessian eigenvalues 1-4: {np.array2string(e[:4], precision=4)}")
print(f"reduced Hessian eigenvalues 5-7: {np.array2string(e[4:], precision=4)}")
print(f"soft curvature: Lagrangian {e[0]:.3f}, by differences {curvatures[0]:.3f}")
print(f"soft curvature: Gauss-Newton part only {gauss_newton_soft:.3f}")
for name, part in zip(("ln A", "ln w", "ln g"), soft.reshape(3, 3)):
    print(f"soft direction, {name}: {np.round(part, 4)}")
print(f"sum-rule multipliers (P, S): {np.round(multipliers, 3)}")
print(f"relative error of predicted data response {response_error:.1e}")
print(f"null directions at coincidence: free {nulls[0]}, with rules {nulls[1]}")
print(f"singular-value exponent: free {exponents[0]:.3f}, rules {exponents[1]:.3f}")
print(f"refit/predicted soft spread at sigma/10: {soft_ratio:.3f}")
print(f"refit/predicted path spread at sigma/10: {path_ratio:.3f}")
print(f"refit/predicted soft spread at sigma: {full_ratio:.3f}")
print(f"converged refits at sigma: {len(full_shift)} of 150")
print(f"mean free path at 80 eV: {path:.3f} A = {path/10:.4f} nm")
print(f"its statistical error {100*path_error:.3f} %")
print(f"largest parameter error {100*error.max():.2f} %")
print(f"path with exchange-limited loss {exchange_path:.3f} A")
print(f"path without dispersion {rigid_path:.3f} A")
print(f"path with loss below gap included {below_path:.3f} A")
print(f"share of S below gap {integral(s_density, 0, gap)/S:.4f}")
print(f"core part of S, upper estimate {P*core/valence/core_edge**2:.5f}")
print(f"P raised 2%: chi-square change {2*(dense[1]-best_f):.2f}")
print(f"P raised 2%: path {dense_path:.3f} A")
print(f"P raised 2%: A changes {np.round(100*(np.exp(dense[0]-best)[:3]-1), 2)} %")
print(f"Born parameter e^2/(hbar v) at 80 eV: {1/np.sqrt(2*E):.3f}")
print("done: every assertion held")
```

Running it gives:

```
density 1.19 g/cm3, refractive index 1.49, gap 5.0 eV
valence electrons per repeat unit 40, density 0.2863 per A^3
P = 394.78 eV^2, plasma energy 19.87 eV
S = 0.5496, sqrt(P/S) = 26.80 eV
data: 221 points, 5-60 eV, sigma 0.003
osc 1 true: A 92.50 eV^2, w 19.00 eV, g 7.00 eV
osc 1 fit:  A 92.08 eV^2, w 18.99 eV, g 6.97 eV
  error with rules A,w,g: [0.72 0.05 0.4 ] %
  error without rules:    [0.75 0.05 0.42] %
osc 2 true: A 164.11 eV^2, w 27.00 eV, g 12.00 eV
osc 2 fit:  A 165.01 eV^2, w 26.99 eV, g 12.03 eV
  error with rules A,w,g: [0.99 0.06 0.71] %
  error without rules:    [1.27 0.07 0.86] %
osc 3 true: A 138.17 eV^2, w 45.00 eV, g 30.00 eV
osc 3 fit:  A 137.68 eV^2, w 45.09 eV, g 30.03 eV
  error with rules A,w,g: [0.76 0.3  0.52] %
  error without rules:    [2.22 0.33 1.92] %
chi-square 177.25, degrees of freedom 214
chi-square at truth 181.62
blind starts reaching this minimum: 12 of 12
fitted loss peak 0.9218 at 18.99 eV
share of P in window 0.7661
share of S in window 0.9237
window-only error of P, S: [0.436 0.077] %
upper-half-plane poles of eps: 0; with A doubled: 1
reduced Hessian eigenvalues 1-4: [  3705.0691  36135.0169  69899.4238 368082.706 ]
reduced Hessian eigenvalues 5-7: [  764706.8722  1806285.979  18098211.5865]
soft curvature: Lagrangian 3705.069, by differences 3705.069
soft curvature: Gauss-Newton part only 3763.780
soft direction, ln A: [-0.4103  0.606  -0.4519]
soft direction, ln w: [-0.0238 -0.0115  0.1423]
soft direction, ln g: [-0.208   0.4271 -0.1164]
sum-rule multipliers (P, S): [  317.572 -3536.241]
relative error of predicted data response 7.3e-08
null directions at coincidence: free 3, with rules 3
singular-value exponent: free 2.961, rules 2.964
refit/predicted soft spread at sigma/10: 0.960
refit/predicted path spread at sigma/10: 1.020
refit/predicted soft spread at sigma: 0.995
converged refits at sigma: 150 of 150
mean free path at 80 eV: 8.003 A = 0.8003 nm
its statistical error 0.021 %
largest parameter error 0.99 %
path with exchange-limited loss 10.350 A
path without dispersion 3.115 A
path with loss below gap included 7.858 A
share of S below gap 0.0578
core part of S, upper estimate 0.00170
P raised 2%: chi-square change 18.72
P raised 2%: path 8.001 A
P raised 2%: A changes [ 0.15 -3.86 10.26] %
Born parameter e^2/(hbar v) at 80 eV: 0.412
done: every assertion held
```
